Recoupling three spins 1 to total spin 1, with S3 symmetry

**Question**

I have three spin-1 particles in labelled positions 1, 2, 3 and want the states with total spin J = 1. I can couple 1 and 2 first, to an intermediate spin a, or 2 and 3 first, to an intermediate spin b. Both a and b can be 0, 1 or 2, so a 3×3 matrix connects the two bases. How do I construct it with all signs right, and how can I confirm from it that {1 1 1; 1 1 1} = 1/6?

I also need to split this three-dimensional space into irreducible representations (irreps) of the permutation group S3. A numerical attempt gave me a recoupling matrix with eigenvalues 1, 1, −1. Does that mean two symmetric states and one antisymmetric state?

**Answer**

No: the eigenvalues are right, but that reading of them is not. The matrix turns out to represent one particular exchange, and the eigenvalues of one group element do not identify the irreps. It helps to build the matrix first.

**Conventions and counting**

Write S_i = ħ s_i with dimensionless s_i, and label m = +1, 0, −1 by +, 0, −. The ket |xyz⟩ lists the projections at positions 1, 2, 3. In |(12)a,3⟩, spins 1 and 2 are coupled in that order to a, and then a is coupled with spin 3. In |1,(23)b⟩, spins 2 and 3 are coupled to b, and then spin 1 is coupled with b. Both have J = 1, and all phases are Condon-Shortley. The matrix is

U_ab = ⟨(12)a,3;1M | 1,(23)b;1M⟩.

Two spins 1 give a = 0, 1, 2, and each of these couples to the third spin in one way to make J = 1. Hence there are three states for each M. The matrix does not depend on M: lowering both states gives the same normalization factor on each side, and J₊J₋ acting on a state of given J and M is a number that cancels this factor. I use M = 1.

**The three states**

For spin 1, s₊|0⟩ = √2|+⟩ and s₊|−⟩ = √2|0⟩. A pair singlet x|+−⟩ + y|00⟩ + z|−+⟩ must be annihilated by the total raising operator, so x + y = 0 and y + z = 0. With x positive,

|a=0,0⟩ = (|+−⟩ − |00⟩ + |−+⟩)/√3.

For a = 1, the top state must also be annihilated by the raising operator, and lowering it once gives its partner:

|1,1⟩ = (|+0⟩ − |0+⟩)/√2,
|1,0⟩ = (|+−⟩ − |−+⟩)/√2.

For a = 2, start from |2,2⟩ = |++⟩ and lower twice:

|2,1⟩ = (|+0⟩ + |0+⟩)/√2,
|2,0⟩ = (|+−⟩ + 2|00⟩ + |−+⟩)/√6.

Now add spin 3. For a = 0 it simply carries m = +1. For a = 1 the coupling has the same form as |1,1⟩ above, namely (|1,1⟩|0⟩ − |1,0⟩|+⟩)/√2.

For a = 2, write x|2,2⟩|−⟩ + y|2,1⟩|0⟩ + z|2,0⟩|+⟩. Annihilation by J₊ requires

√2 x + 2y = 0,
√2 y + √6 z = 0.

Thus y = −x/√2 and z = x/√6. Normalization gives x²(1 + 1/2 + 1/6) = 5x²/3 = 1, so x = √(3/5), y = −√(3/10), z = √(1/10). Inserting the pair states gives

|(12)0,3⟩ = (|+−+⟩ − |00+⟩ + |−++⟩)/√3,

|(12)1,3⟩ = (|+00⟩ − |0+0⟩ − |+−+⟩ + |−++⟩)/2,

|(12)2,3⟩ = (6|++−⟩ − 3|+00⟩ − 3|0+0⟩ + |+−+⟩ + 2|00+⟩ + |−++⟩)/√60.

**The other basis is obtained by an exchange**

Let P13 exchange the contents of positions 1 and 3. It turns |(12)b,3⟩ into |(32)b,1⟩. Reversing the order in which j and j′ are coupled to k gives a factor (−1)^(j+j′−k). Restoring the order 2,3 inside the pair, and then putting spin 1 before the pair, gives

P13|(12)b,3⟩ = (−1)^(2−b) (−1)^(b+1−1) |1,(23)b⟩ = |1,(23)b⟩.

The signs cancel for every b. Therefore

U_ab = ⟨(12)a,3| P13 |(12)b,3⟩.

To get the second basis, read each ket string backwards:

|1,(23)0⟩ = (|+−+⟩ − |+00⟩ + |++−⟩)/√3,

|1,(23)1⟩ = (|00+⟩ − |0+0⟩ − |+−+⟩ + |++−⟩)/2,

|1,(23)2⟩ = (6|−++⟩ − 3|00+⟩ − 3|0+0⟩ + |+−+⟩ + 2|+00⟩ + |++−⟩)/√60.

The overlaps follow by matching strings:

U_00 = 1/3
U_01 = (−1 − 1)/(2√3) = −1/√3
U_02 = (1 + 3 + 6)/√180 = √5/3
U_11 = (1 + 1)/4 = 1/2
U_12 = (2 + 3 − 1 + 6)/(2√60) = √15/6
U_22 = (6 − 6 + 9 + 1 − 6 + 6)/60 = 1/6

P13 is Hermitian and these coefficients are real, so U is symmetric:

U =
[ 1/3, −1/√3, √5/3 ]
[ −1/√3, 1/2, √15/6 ]
[ √5/3, √15/6, 1/6 ]

Exchanging twice does nothing, so U² = 1. For instance, the first row has squared length 1/9 + 1/3 + 5/9 = 1.

**The 6j symbol**

The general relation between recoupling coefficients and 6j symbols is

U_ab = (−1)^(j1+j2+j3+J) √((2a+1)(2b+1)) {j1 j2 a; j3 J b}.

Here the phase is (−1)⁴ = +1. The centre element has a = b = 1, so the square root is 3 and

{1 1 1; 1 1 1} = U_11/3 = (1/2)/3 = 1/6.

The corner element U_22 is also 1/6, but its square root is 5, so it belongs to {1 1 2; 1 1 2} = 1/30.

Racah's sum provides a separate check. Each of the four triads (1,1,1) contributes √(1!1!1!/4!) = 1/√24, so the prefactor is (1/24)² = 1/576. The sum is

Σ_t (−1)^t (t+1)! / { [(t−3)!]⁴ [(4−t)!]³ }.

The factorials restrict t to 3 and 4. These terms are −4! = −24 and +5! = 120, so the symbol is (120 − 24)/576 = 96/576 = 1/6.

**What the eigenvalues 1, 1, −1 mean**

The object to decompose is the three-dimensional space, on which all six permutations act. In the (12) basis, exchanging 1 and 2 multiplies each state by (−1)^(2−a):

P12 = diag(1, −1, 1), P13 = U, P23 = P12 U P12.

The product C = P13 P12 sends |xyz⟩ to |zxy⟩, a three-cycle. The characters are

χ(identity) = 3,
χ(exchange) = 1,
χ(cycle) = Tr(U P12) = 1/3 − 1/2 + 1/6 = 0.

S3 has one identity, three exchanges and two cycles. Its irreps are A1 (symmetric), A2 (antisymmetric) and the two-dimensional E, with characters (1,1,1), (1,−1,1) and (2,0,−1). Hence

n(A1) = (3 + 3·1 + 2·0)/6 = 1,
n(A2) = (3 − 3·1 + 2·0)/6 = 0,
n(E) = (2·3 + 3·0·1 − 2·0)/6 = 1.

The space is A1 + E. An exchange has eigenvalues +1 and −1 within E, and A1 supplies the other +1. The eigenvector with −1 is odd under P13, but it is not odd under all three exchanges.

The absence of A2 also has a direct explanation. Three spins 1 have a single totally antisymmetric state, the determinant of |+⟩, |0⟩, |−⟩. Total spin operators commute with permutations, so they map this one-dimensional space into itself. It therefore has J = 0, not J = 1.

**Vectors adapted to S3**

The A1 vector must be even under P12, so its a = 1 component vanishes. Write it as (x, 0, y). The first row of Uv = v gives x/3 + √5 y/3 = x, or √5 y = 2x. After normalization,

v = (√5, 0, 2)/3.

The second row is then satisfied too: −√5/√3 + 2√15/6 = 0. The orthogonal complement is E, for which a convenient basis is

e₊ = (2, 0, −√5)/3, e₋ = (0, 1, 0).

In this basis P12 = diag(1, −1). For P13, the lower diagonal element is U_11 = 1/2. Its trace on E is 0, so the upper one is −1/2. The off-diagonal element is

e₊·U e₋ = (1/3)(−2/√3 − √5·√15/6) = (1/3)(−4√3/6 − 5√3/6) = −√3/2.

Thus, on E,

P13 = [ −1/2, −√3/2 ; −√3/2, 1/2 ],
P23 = [ −1/2, +√3/2 ; +√3/2, 1/2 ].

These are reflections of a plane, like the reflections of an equilateral triangle.

This structure gives 1/6 without Clebsch-Gordan coefficients. The a = 1 state is odd under P12, so it has no A1 part; A2 is absent, so it lies in E. The sum of the three exchanges commutes with every permutation and is therefore a number on E. Its trace there is zero, so that number is zero. Since P23 = P12 P13 P12, the two exchanges P13 and P23 have equal expectation values in the a = 1 state. Taking the expectation value of the sum gives

−1 + 2U_11 = 0.

So U_11 = 1/2, and division by 3 again gives 1/6.

**Where U = P13 stops being true**

For three spins 1 with general J, the two reordering signs multiply to (−1)^(2−b+b+1−J) = (−1)^(3−J). Thus U = P13 for odd J, but U = −P13 for even J. At J = 0 the sole state is the determinant, with P13 = −1, while the recoupling coefficient is +1. Reading symmetry directly from U would then give the wrong sign.

**What this does in a physical problem**

Suppose the system is prepared in |1,(23)1⟩ and the spin of pair (12) is measured. The squares of the middle column of U give probabilities 1/3, 1/4 and 5/12 for a = 0, 1, 2, or 0.333, 0.250 and 0.417. Within this J = 1 space, a definite spin for one pair does not fix the spin of an overlapping pair.

For an energy splitting, consider an equilateral triangle with

H = Jx Σ s_i·s_j + K Σ (s_i·s_j)²,

summed over the three pairs. Since the s_i are dimensionless, Jx and K are energies; in terms of S_i the two coefficients would be Jx/ħ² and K/ħ⁴. The first sum depends on total spin alone:

Σ s_i·s_j = [J(J+1) − 3·2]/2 = (2 − 6)/2 = −2.

It cannot separate A1 from E. For the second sum, a pair with spin a has s_i·s_j = [a(a+1) − 4]/2 = −2, −1, 1. The squares are 4, 1, 1, so

(s_i·s_j)² = 1 + 3P0(ij),

where P0(ij) projects onto the singlet of pair ij. The A1 vector has singlet weight (√5/3)² = 5/9 on pair (12), and by symmetry on every pair. Its biquadratic sum is 3 + 3·3·(5/9) = 8.

Each P0(ij) has trace 1 on the three-dimensional space, so the three together have trace 3. A1 takes 5/3 of this, leaving 4/3 for the two E states. Permutation symmetry makes those states degenerate, so each gets 2/3 and has biquadratic sum 3 + 3·(2/3) = 5. Therefore

E(A1) = −2Jx + 8K,
E(E) = −2Jx + 5K.

With the round model values Jx = 1 meV and K = 0.1 meV,

E(A1) = −2 + 0.8 = −1.2 meV,
E(E) = −2 + 0.5 = −1.5 meV.

The splitting is 3K = 0.3 meV. Building H in the 27-dimensional product space, restricting it to the three-dimensional subspace with J = 1, M = 1 and diagonalizing it there gives the same three levels, as the numerical output below shows; the program also checks that v, e₊ and e₋ are eigenvectors of the full H with these energies. If K changes sign, the order of A1 and E reverses; if K = 0, they coincide.

These are not the lowest levels of the triangle at the chosen parameters. The J = 0 determinant has spin 1 on every pair and energy −3Jx + 3K, which is below the E level by Jx + 2K. The labels A1 and E also rely on equal couplings on the three sides. With unequal couplings, H need not commute with all permutations, and S3 no longer guarantees the twofold degeneracy.

Calculated quantities

```
All quantities are dimensionless unless a unit is given
U row a=0 (b=0,1,2): 0.333333 -0.577350 0.745356
U row a=1 (b=0,1,2): -0.577350 0.500000 0.645497
U row a=2 (b=0,1,2): 0.745356 0.645497 0.166667
6j {1 1 0; 1 1 b} (b=0,1,2): 0.333333 -0.333333 0.333333
6j {1 1 1; 1 1 b} (b=0,1,2): -0.333333 0.166667 0.166667
6j {1 1 2; 1 1 b} (b=0,1,2): 0.333333 0.166667 0.033333
Racah prefactor for all ones: 1/576
Racah terms t=3,4: -24.000000 120.000000
Racah result {1 1 1; 1 1 1}: 0.166667
eigenvalues of U: -1.000000 1.000000 1.000000
characters (identity, P13, cycle): 3.000000 1.000000 0.000000
multiplicities A1, A2, E: 1.000000 0.000000 1.000000
A1 vector (a=0,1,2): 0.745356 0.000000 0.666667
E vector e+ (a=0,1,2): 0.666667 0.000000 -0.745356
E vector e- (a=0,1,2): 0.000000 1.000000 0.000000
P12 on E, rows e+ then e-: 1.000000 0.000000 0.000000 -1.000000
P13 on E, rows e+ then e-: -0.500000 -0.866025 -0.866025 0.500000
P23 on E, rows e+ then e-: -0.500000 0.866025 0.866025 0.500000
antisymmetric states among 27: 1.000000
their J(J+1): 0.000000
P(j12=0,1,2) in |1,(23)1>: 0.333333 0.250000 0.416667
pair-singlet weight in A1 state: 0.555556
Jx = 1.000 meV, K = 0.100 meV
sum s_i.s_j on the J=1 levels: -2.000000 -2.000000 -2.000000
diagonalized J=1 levels (meV): -1.500000 -1.500000 -1.200000
A1 level from formula: -1.200000 meV
E level from formula: -1.500000 meV
splitting A1 - E: 0.300000 meV
```
